\section*{Bias and noise in quasi-harmonic thermal expansion fitted at few volumes, part 1}

(Sections cited here and not found follow in the second part.)

\section{Result}

A cubic crystal at zero pressure has, per atom and in the quasi-harmonic approximation, the free energy $F(V,T)=E_0(V)+F_v(V,T)$: a static energy and the free energy of harmonic phonons whose frequencies depend on volume only. A prime means $\partial/\partial V$ at fixed $T$, and $S=-\partial F_v/\partial T$. The volume $V(T)$ solves $F'=0$, and the volumetric expansion coefficient is $\alpha=S'/(VF'')$. When $F$ and $S$ are replaced by functions fitted to a few volumes, with small errors $\delta F(V)$ and $\delta S(V)$, then to first order
\begin{equation}
\frac{\delta\alpha}{\alpha}=\frac{\delta S'}{S'}-\frac{\delta F''}{F''}+\kappa\,\delta V,\quad
\delta V=-\frac{\delta F'}{F''},\quad
\kappa=\frac{S''}{S'}-\frac1V-\frac{F'''}{F''}.
\label{var}
\end{equation}
Let $\lambda$ scale $F_v$. With $E_0$ exact and $F_v$ expanded about the static minimum, the relative error of $\alpha$ is $O(\lambda)$ at first order of the expansion and $O(\lambda^2)$ at second order. A four-parameter equation of state fitted to the total $F$ on volumes of spacing $h$ has in general an $O(h^3)$ volume error and an $O(h^2)$ relative error of $F''$, hence of $\alpha$, and both survive $\lambda\to0$. For any fit $F_{v,\rm fit}(V)=\sum_i w_i(V)F_v(V_i)$, relative frequency errors $\epsilon_{ik}$ of mode $k$ at volume $V_i$ give $\delta\alpha/\alpha=\sum_{ik}g_{ik}\epsilon_{ik}$ with
\begin{equation}
g_{ik}=-\frac1{N_q}\left[\frac{w_i'C_{ik}}{S'}+\frac{w_i''U_{ik}}{F''}+\frac{\kappa\,w_i'U_{ik}}{F''}\right],
\label{g}
\end{equation}
where $U_{ik}$ and $C_{ik}$ are the mode energy and heat capacity and $N_q$ is the number of wave vectors. Explicit anharmonicity and electronic entropy are excluded throughout.

\section{Thermodynamic identities}

One mode contributes $f=\hbar\omega/2+k_BT\ln(1-e^{-z})$ with $z=\hbar\omega/k_BT$, and $F_v=N_q^{-1}\sum_kf_k$. With $n=1/(e^z-1)$,
\begin{equation}
\frac{\partial f}{\partial\ln\omega}=\frac{\hbar\omega}{2}+k_BT\,\frac{z\,e^{-z}}{1-e^{-z}}=\hbar\omega\left(n+\tfrac12\right)=U .
\end{equation}
The mode entropy is $s=-\partial f/\partial T=k_B[zn-\ln(1-e^{-z})]$. It depends on $\omega$ and $T$ only through $z$, so $\partial s/\partial\ln\omega=-\partial s/\partial\ln T=-C$. Using $dn/dz=-n(n+1)$ and $d\ln(1-e^{-z})/dz=n$ gives $ds/dz=-k_Bz\,n(n+1)$, hence $C=k_Bz^2n(n+1)$. With $\gamma_k=-d\ln\omega_k/d\ln V$ the chain rule gives
\begin{equation}
F_v'=-\frac{1}{N_qV}\sum_k\gamma_kU_k,\qquad S'=\frac{1}{N_qV}\sum_k\gamma_kC_k .
\end{equation}
Differentiating $F'(V(T),T)=0$ in $T$ gives $F''\,dV/dT-S'=0$, since $E_0$ does not depend on $T$. Therefore $\alpha=V^{-1}dV/dT=S'/(VF'')$; the bulk modulus is $B=VF''$, and the linear coefficient is $\alpha/3$.

To obtain \eqref{var}, add $\delta F$ and $\delta S$. The new root obeys $F'(V+\delta V)+\delta F'=0$, and $F'(V)=0$ leaves $F''\delta V+\delta F'=0$. In $\ln\alpha=\ln S'-\ln V-\ln F''$ the functions change at fixed $V$, which gives the first two terms, and the argument moves by $\delta V$, which multiplies $\partial\ln\alpha/\partial V=\kappa$. The value at the new root is expanded along the fitted functions, so $\kappa$ is evaluated with them.

\section{A model with a known answer}

The example is an fcc crystal with a nearest-neighbour Morse potential $\phi(r)=D(e^{-2y}-2e^{-y})$, $y=a(r-r_0)$, and round parameters $D=0.40$ eV, $a=2.0$ \AA$^{-1}$, $r_0=3.0$ \AA, $M=60$ u. Its derivatives are
\begin{align}
\phi_r&=2Da\,(e^{-y}-e^{-2y}),&\phi_{rr}&=2Da^2(2e^{-2y}-e^{-y}),\nonumber\\
\phi_{rrr}&=2Da^3(e^{-y}-4e^{-2y}).
\end{align}
Each atom has twelve neighbours and each bond is shared by two atoms, so $E_0=6\phi(r)$ with $V=r^3/\sqrt2$. From $r\propto V^{1/3}$ follow $r'=r/3V$, $r''=-2r/9V^2$, $r'''=10r/27V^3$, and the chain rule gives
\begin{align}
VE_0'&=2r\phi_r,\qquad V^2E_0''=\tfrac23\,(r^2\phi_{rr}-2r\phi_r),\nonumber\\
V^3E_0'''&=\tfrac{6}{27}\,(r^3\phi_{rrr}-6r^2\phi_{rr}+10r\phi_r).
\label{E0}
\end{align}
At $r_0$, with $A=ar_0=6$: $V_0=19.0919$ \AA$^3$, $B_0V_0=\tfrac43DA^2=19.200$ eV ($B_0=161.1$ GPa), and $V_0E_0'''/E_0''=-(A+2)$, so $B_0'=dB/dP=-1-VE_0'''/E_0''=7$.

The Hessian of $\phi(|\mathbf R+\mathbf d|)$ in $\mathbf d$ is $K_{\mathbf R}=\phi_{rr}\hat{\mathbf n}\hat{\mathbf n}^{T}+(\phi_r/r)(1-\hat{\mathbf n}\hat{\mathbf n}^{T})$, with $\hat{\mathbf n}=\mathbf R/r$. Inserting a plane wave in $M\ddot{\mathbf u}_0=\sum_{\mathbf R}K_{\mathbf R}(\mathbf u_{\mathbf R}-\mathbf u_0)$ and pairing $\mathbf R$ with $-\mathbf R$ gives the dynamical matrix $\mathcal D(\mathbf q)=M^{-1}\sum_{\mathbf R}(1-\cos\mathbf q\cdot\mathbf R)K_{\mathbf R}$. For fixed reduced $\mathbf q$ only $r$ depends on volume, and first-order perturbation theory gives $\gamma=-(r/6\omega^2)\,\mathbf e^T(d\mathcal D/dr)\mathbf e$. The sum runs over a shifted $8^3$ mesh with $\pm\mathbf q$ counted once, 768 modes; the ratio of $S'$ (at 100 K and volume $V_0$) on this mesh to that on a $16^3$ mesh is $0.9999$. The reference answer on this mesh is:

\begin{center}
\begin{tabular}{lrrr}
$T$ (K) & 100 & 300 & 800\\
$V/V_0-1$ (\%) & 0.6483 & 1.2064 & 3.2077\\
$\alpha$ ($10^{-6}$/K) & 15.72 & 33.85 & 43.58\\
$V^2F''$ (eV) & 18.683 & 17.908 & 15.633\\
$V^2F_v''$ (eV) & 0.2187 & 0.0599 & $-0.1324$\\
$V^3F_v'''$ (eV) & $-1.189$ & $-1.312$ & $-2.548$\\
$VS''/S'$ & 3.728 & 0.777 & 0.385
\end{tabular}
\end{center}

The numerical check tests $\mathcal D$ against frozen-phonon energies, $F_v'$ against finite differences in $V$, and $\alpha$ against finite differences of $V(T)$.

\section{Three volumes by hand, at 800 K}

Take $V_c=1.02V_0$, $h=0.02V_0$, $x=(V-V_c)/h$ and the nodes $x=-1,0,1$:

\begin{center}
\begin{tabular}{lrrr}
$V_i/V_0$ & 1.00 & 1.02 & 1.04\\
$F_v$ (meV) & $-188.4193$ & $-199.2284$ & $-210.0764$\\
$S$ ($k_B$) & 5.77987 & 5.93194 & 6.08503\\
$U$ (meV) & 210.04 & 209.71 & 209.42\\
$C$ ($k_B$) & 2.9536 & 2.9583 & 2.9625
\end{tabular}
\end{center}

The parabola through three values has the weights $w=\big(x(x-1)/2,\;1-x^2,\;x(x+1)/2\big)$, each equal to one at its own node and zero at the others. Hence
\begin{equation}
hw'=\left(-\tfrac12,0,\tfrac12\right)+x\,(1,-2,1),\qquad h^2w''=(1,-2,1).
\label{w3}
\end{equation}
For $F_v$ the half difference of the outer values is $-10.8286$ meV and the second difference is $-0.0389$ meV; for $S$ they are $0.15258\,k_B$ and $0.00102\,k_B$. Keeping $E_0$ exact defines the method called T2 here.

\emph{Volume.} Newton's iteration $V\leftarrow V-F'/F''$ ends at $x=0.6038$. There $V/V_0=1.032076$, $V/h=51.604$, $r=3.03174$ \AA, $y=0.06348$, $e^{-y}=0.93849$, $e^{-2y}=0.88077$. Then $\phi_r=1.6\times0.05772=0.09236$ eV/\AA\ and $VE_0'=2r\phi_r=0.5600$ eV, while $VF_v'=51.604\times(-10.8286-0.6038\times0.0389)$ meV $=-0.5600$ eV. The two cancel, as they must.

\emph{Curvature.} $\phi_{rr}=3.2\times0.82305=2.6338$ eV/\AA$^2$, $r^2\phi_{rr}=24.208$ eV, so $V^2E_0''=\tfrac23(24.208-0.560)=15.765$ eV. The phonons add $51.604^2\times(-0.0389\ \text{meV})=-0.104$ eV, and $V^2F''=15.662$ eV.

\emph{Expansion.} $VS'=51.604\times(0.15258+0.6038\times0.00102)k_B=7.905\,k_B$. With $k_B=8.6173\times10^{-5}$ eV/K, $\alpha=VS'/(V^2F'')=43.5\times10^{-6}$/K; unrounded it is $43.495$ against the reference $43.577$, a relative error of $-0.187\%$. The curvature ratio $15.6328/15.6618$ accounts for $-0.185\%$ of it.

\emph{Noise.} Let all frequencies at node $i$ be scaled by $1+\epsilon_i$. Then $\delta F_v(V_i)=U_i\epsilon_i$ and $\delta S(V_i)=-C_i\epsilon_i$, so $\delta F'=\sum_iw_i'U_i\epsilon_i$, $\delta F''=\sum_iw_i''U_i\epsilon_i$, $\delta S'=-\sum_iw_i'C_i\epsilon_i$. Equation \eqref{var} needs $\kappa$. From \eqref{E0}, with $\phi_{rrr}=-16.54$ eV/\AA$^3$, $V^3E_0'''=\tfrac6{27}(-460.9-145.2+2.8)=-134.1$ eV; the parabola adds nothing to $F'''$. With $V^2S''=2663\times0.00102\,k_B=2.72\,k_B$, $V\kappa=0.34-1+8.56=7.90$. At $x=0.6038$, $hw'=(0.1038,-1.2076,1.1038)$. For the first node the three terms are
\begin{align}
-w_1'C_1/S'&=-51.604\times0.1038\times2.9536/7.905=-2.00,\nonumber\\
-w_1''U_1/F''&=-2663\times0.21004/15.662=-35.71,\nonumber\\
-\kappa w_1'U_1/F''&=-7.90\times51.604\times0.1038\times0.21004/15.662=-0.57 .\nonumber
\end{align}
The same arithmetic gives $23.32+71.31+6.59$ for the second node and $-21.35-35.61-6.02$ for the third, so $g=(-38.28,\,101.22,\,-62.98)$ and $|g|=125.2$. Independent $\epsilon_i$ of standard deviation $\sigma=5\times10^{-4}$ give $\sigma_\alpha/\alpha=\sigma|g|=6.26\%$, more than thirty times the bias. The curvature term is the largest: each value carries a noise $U\sigma=0.105$ meV, so the second difference carries $\sqrt6\,U\sigma=0.26$ meV, to be compared with the total $h^2F''=15.662\ \text{eV}/2663=5.9$ meV; this term alone gives 4.4\%.

\section{Bias of Taylor expansions}

Scale $F_v\to\lambda F_v$, $S\to\lambda S$, and let $\delta=V(T)-V_c$. For $V_c=V_0$, $E_0''\delta+\lambda F_v'\approx0$ gives $\delta/V\approx\lambda\gamma U/BV$, with $\gamma$ an average over modes, so $\delta=O(\lambda)$. The physical smallness is that of $U/BV$, which is $0.2095/15.63=0.0134$ at 800 K. If the fit is $F_v-R$, then $\delta F=-R$ and $\delta V=R'/F''$. For the Taylor polynomial of order $n$, $R=F_v^{(n+1)}\delta^{n+1}/(n+1)!$ at leading order, and likewise for $S$. Then \eqref{var} gives
\begin{align}
\delta V&=\frac{F_v^{(n+1)}\delta^n}{n!\,F''},\nonumber\\
\frac{\delta\alpha}{\alpha}&=-\frac{S^{(n+1)}\delta^n}{n!\,S'}+\frac{F_v^{(n+1)}\delta^{n-1}}{(n-1)!\,F''}+\kappa\,\delta V .
\label{taylor}
\end{align}
Since $F_v^{(n+1)}\propto\lambda$, $F''=O(1)$ and $S^{(n+1)}/S'=O(1)$, the volume error is $O(\lambda^{n+1})$, the first two terms of $\delta\alpha/\alpha$ are $O(\lambda^n)$, and the third is one order smaller. For $n=1$ (method T1) the second term is $F_v''/F''$ and contains no $\delta$: an expansion centred at $V(T)$ returns the right volume and still omits the phonon part of the bulk modulus. If $E_0$ is also truncated at second order about $V_0$ (method H1), $R'$ gains $E_0'''\delta^2/2$ and $R''$ gains $E_0'''\delta$. The orders stay $\lambda^2$ and $\lambda$, with the coefficient $V_0E_0'''/E_0''=-8$: at 800 K, $\delta/V_0=0.032$ predicts $\delta V/V\approx-4\times10^{-3}$ and $\delta\alpha/\alpha\approx-26\%$, against $-3.8\times10^{-3}$ and $-24\%$ found.

At 100 K and $\lambda=0.1$ the program tests \eqref{taylor}: $\delta\alpha/\alpha=-1.228\times10^{-3}$ (predicted $-1.234\times10^{-3}$) for T1 and $-5.345\times10^{-6}$ ($-5.328\times10^{-6}$) for T2. The exponents of $\delta V$ between $\lambda=0.2$ and $0.1$ are tested as well: 2.004, 2.007 and 3.009 for H1, T1 and T2. Those of $\delta\alpha/\alpha$ come out as 0.994 and 2.009.

The size of $F_v''$ follows from one more derivative. $U$ is homogeneous of degree one in $(\omega,T)$, so $\partial U/\partial\ln\omega=U-TC$. With $V(\ln\omega)'=-\gamma$ and $V^2(\ln\omega)''=\gamma-V\gamma'$,
\begin{equation}
V^2F_v''=\frac1{N_q}\sum_k\left[(U_k-TC_k)\gamma_k^2+U_k(\gamma_k-V\gamma_k')\right].
\end{equation}
At low $T$, $U-TC\to\hbar\omega/2$. At high $T$, $n+\frac12\approx1/z+z/12$ and $n(n+1)=(n+\tfrac12)^2-\tfrac14\approx1/z^2-1/12$ give $U-TC\approx k_BTz^2/6\to0$, leaving the second sum. In this model $F_v''$ is positive at 100 and 300 K and negative at 800 K, so there the second sum is negative, and the curvature error of T1 vanishes at some temperature in between. An accurate T1 result near such a temperature says nothing about others.

\section{Finite spacing}

With computed volumes the derivatives at $V_c$ are differences. Taylor expansion of the data gives
\begin{align}
\frac{F_v(V_c+h)-F_v(V_c-h)}{2h}&=F_v'+\frac{h^2}{6}F_v'''+\dots,\nonumber\\
\frac{F_v(V_c+h)-2F_v(V_c)+F_v(V_c-h)}{h^2}&=F_v''+\frac{h^2}{12}F_v''''+\dots
\end{align}
The true slope at $V_c+\delta$ is $F_v'+F_v''\delta+F_v'''\delta^2/2$. Subtracting the fitted slope from \eqref{w3},
\begin{equation}
\text{T2: }\ \delta V=\frac{F_v'''(3\delta^2-h^2)}{6F''},\qquad
\text{T1: }\ \delta V=\frac{F_v''(V_c)\,\delta}{F''}+\frac{F_v'''(3\delta^2-h^2)}{6F''}.
\end{equation}
At this order the T2 volume error vanishes at $\delta=\pm h/\sqrt3$; the curvature term $F_v'''\delta/F''$ of $\delta\alpha/\alpha$ does not. The program tests it at 800 K with $h=0.002V_0$: $\delta V/V=1.020\times10^{-7}$, $8\times10^{-11}$, $-2.027\times10^{-7}$ for $\delta/h=0,1/\sqrt3,1$, against $1.020\times10^{-7}$, $0$, $-2.040\times10^{-7}$. The hand example has $x=0.604$, near $1/\sqrt3=0.577$, so its slopes are nearly exact ($\delta V/V=-0.9\times10^{-6}$; $VS'=7.905\,k_B$ against $\gamma C=2.6699\times2.9609\,k_B=7.905\,k_B$). Its curvature is not: $F_v'''\delta/F''=-(2.548/15.633)\times0.0117=-0.19\%$, with $\delta/V=0.0117$. For T1 on the outer two nodes, \eqref{taylor} gives $-0.385\times0.0117-0.1324/15.633=-1.30\%$, against $-1.295\%$ found; the closeness is partly a cancellation between the omitted $\kappa\,\delta V\approx-0.06\%$ and the next entropy term, $S'''(3\delta^2+h^2)/6S'=0.609\times(3\times0.0121^2+0.02^2)=+0.05\%$, with $V_0^2S'''/6S'=0.609$. Its volume error, rewritten with $F_v''(V_c)=F_v''(V)-F_v'''\delta$ as $[F_v''\delta-F_v'''(3\delta^2+h^2)/6]/F''$, is $(-99.1+21.4)\times10^{-6}$ relative to $V$, against $-77.7\times10^{-6}$.

At $\delta=0$ the errors are $\delta S'=S'''h^2/6$, $\delta F''=F_v''''h^2/12$ and $\delta V=-F_v'''h^2/6F''$, so centred T2 has
\begin{equation}
\frac{\delta\alpha}{\alpha}=h^2\left[\frac{S'''}{6S'}-\frac{F_v''''}{12F''}-\frac{\kappa F_v'''}{6F''}\right]=\beta\,\frac{h^2}{V_0^2},
\label{bias}
\end{equation}
with $\beta=0.609+0.053+0.203=0.865$ at 800 K, tested at $h=0.01V_0$.

This part has derived the first-order error formula for $\alpha$ and the bias of Taylor expansions and of finite node spacing, and has shown in a three-volume example at 800 K that frequency noise can far exceed that bias. What remains is to treat equation-of-state fits, the noise of the different methods in general, and the choice of spacing.
